# Why Harmonic Entropy Diverges for a Softening Rotor but Exact Entropy Does Not

## What the harmonic formula does to a coverage

Suppose that a frequency calculation for an adsorbed molecule returns one very soft mode, a hindered turning about the surface normal. If this frequency is put into the harmonic-oscillator formula, the predicted entropy rises without limit as the barrier to turning, and with it the frequency, falls to zero. The adsorbed state then appears ever more favourable, and the predicted coverage at a given pressure drifts towards saturation. The loss of the barrier cannot justify this: a molecule that turns freely still has only one full circle of orientations.

The example is ammonia standing nitrogen-down on an atop site at 300 K. With a rotational barrier of 2 meV, the exact levels of the model give this one mode 14.3 J/(mol K). The harmonic formula gives 18.6 J/(mol K) for a single well, which is what one computed frequency supplies, and 24.4 J/(mol K) when both distinct wells of the model are counted. These notes count both wells, separate the contributions to the harmonic and exact entropies, and find the one responsible for the excess.

## The model and its conventions

Let \(\phi\) be the angle about the surface normal and \(I\) the moment of inertia. The potential is

\[
V(\phi)=\frac W2\,(1-\cos n\phi),
\]

with barrier \(W\), \(n\) equivalent minima on the circle, and zero energy at each minimum. The rotational constant is \(B=\hbar^2/2I\), an energy. Two dimensionless quantities recur:

\[
u=\frac{W}{2kT},\qquad x=\frac{\hbar\omega}{kT}.
\]

"Softening" here means \(W\to0\) at fixed \(I\), \(n\) and \(T>0\). The condition on \(I\) matters, as shown below.

If turning the molecule by \(2\pi/\sigma\) merely permutes identical atoms, orientations related in this way are one physical state, and the partition function \(q\) is divided by the symmetry number \(\sigma\). There are then \(n/\sigma\) distinct wells. Nuclear-spin entropy is left out.

From \(F=-kT\ln q\) and \(F=U-TS\),

\[
\frac Sk=\ln q+\frac{U}{kT}. \tag{1}
\]

Entropies are per molecule in units of \(k\); multiplying by the gas constant gives J/(mol K).

## The harmonic result

Near a minimum \(\cos n\phi\approx1-n^2\phi^2/2\), so \(V\approx n^2W\phi^2/4\) and \(V''(0)=n^2W/2\). Hence

\[
\omega=\sqrt{\frac{n^2W}{2I}},\qquad \hbar\omega=n\sqrt{W\frac{\hbar^2}{2I}}=n\sqrt{WB}.
\]

The harmonic levels are \((v+\tfrac12)\hbar\omega\), repeated in each distinct well. Summing the geometric series gives

\[
q_h=\frac n\sigma\,\frac{e^{-x/2}}{1-e^{-x}},\qquad
\frac{U_h}{kT}=\frac x2+\frac{x}{e^x-1}.
\]

In (1) the zero-point terms \(\mp x/2\) cancel:

\[
\frac{S_h}{k}=\ln\frac n\sigma+\frac{x}{e^x-1}-\ln(1-e^{-x}). \tag{2}
\]

For small \(x\), the second term is \(1-x/2+x^2/12\). In the third, \(1-e^{-x}=x(1-x/2+x^2/6-\dots)\), so \(-\ln(1-e^{-x})=-\ln x+x/2-x^2/24\). Adding,

\[
\frac{S_h}{k}=\ln\frac n\sigma+1-\ln x+\frac{x^2}{24}+\dots \tag{3}
\]

Since \(x\propto\sqrt W\), the entropy grows as \(-\tfrac12\ln W\). Once \(x\) is small, each further hundredfold fall in the barrier adds \(k\ln10\), or 19.1 J/(mol K), with no end.

## Separating motion from orientation

For \(x\ll1\) the leading behaviour is classical. Integrating over the angular momentum \(L\) and the angle,

\[
q=\frac{1}{\sigma h}\int_{-\infty}^{\infty}e^{-L^2/2IkT}\,dL\int e^{-V/kT}d\phi
=\frac{\sqrt{2\pi IkT}}{\sigma h}\,Z,
\]

where \(Z\) is the angular integral. The energy is \(U=kT/2+\langle V\rangle\). The angular probability density is \(p=e^{-V/kT}/Z\), so \(-\ln p=V/kT+\ln Z\). Averaging this identity turns (1) into

\[
\frac Sk=\underbrace{\frac12+\ln\frac{\sqrt{2\pi IkT}}{\sigma h}}_{\text{motion and symmetry}}
+\underbrace{\left(-\int p\ln p\,d\phi\right)}_{\text{orientation},\;s_\phi}. \tag{4}
\]

The first part does not contain \(W\) and is the same in the harmonic and exact treatments. The divergence must come from \(s_\phi\), which measures how widely the orientation is spread.

### Orientation in the harmonic model

By equipartition \(\tfrac12V''(0)\langle\phi^2\rangle=\tfrac12kT\). The angle in one well therefore has a Gaussian distribution with rms width

\[
s=\sqrt{\frac{2kT}{n^2W}}=\frac{1}{n\sqrt u}. \tag{5}
\]

For a Gaussian \(g\), \(-\ln g=\ln(\sqrt{2\pi}\,s)+\phi^2/2s^2\), whose average is \(\ln(\sqrt{2\pi}\,s)+\tfrac12\). Treating the \(n\) wells as separate, equally likely alternatives adds \(\ln n\):

\[
s_{\phi,h}=\ln n+\tfrac12\ln(2\pi e s^2)=\tfrac12\ln\frac{2\pi e}{u}. \tag{6}
\]

This is the divergence. As \(u\to0\) the width \(s\) grows without bound, because the model places each well on an infinite line. On the real circle, angles differing by \(2\pi\) are the same orientation, and the sector belonging to one well extends only \(\pi/n\) to either side of its minimum. As the tails of the Gaussian spread past this distance, the harmonic model counts as new some orientations that already belong to other wells, or that repeat earlier ones after a full turn.

The number of wells cannot repair this. It adds the finite term \(\ln n\), and in (6) that term cancels the factor \(1/n\) in \(s\).

### Orientation in the cosine potential

On the circle,

\[
Z=e^{-u}\int_0^{2\pi}e^{u\cos n\phi}\,d\phi=2\pi e^{-u}I_0(u),
\]

where \(I_0\) is the modified Bessel function defined by this integral. The integer \(n\) drops out because the integrand runs through \(n\) identical periods. Differentiating \(\ln I_0\) gives \(\langle\cos n\phi\rangle=I_1(u)/I_0(u)\equiv r(u)\), since \(I_0'=I_1\). Thus \(\langle V\rangle/kT=u(1-r)\), and

\[
s_\phi=\ln Z+\frac{\langle V\rangle}{kT}=\ln2\pi+\ln I_0(u)-u\,r(u). \tag{7}
\]

The terms \(-u\) and \(+u\) have cancelled. To see how (7) varies, differentiate:

\[
\frac{ds_\phi}{du}=r-r-u\frac{dr}{du}=-u\left(\langle\cos^2n\phi\rangle-\langle\cos n\phi\rangle^2\right)\le0. \tag{8}
\]

The bracket is a variance, which is why the sign is certain. Raising the barrier lowers the classical entropy; lowering it raises the entropy towards \(s_\phi=\ln2\pi\), the value for a uniform distribution, and never beyond. For small \(u\) the variance is \(\tfrac12\), so integrating (8) gives

\[
s_\phi=\ln2\pi-\frac{u^2}{4}+\dots
\]

The approach is quadratic in the barrier. Putting \(\ln2\pi\) into (4), and using \(h=2\pi\hbar\) and \(I=\hbar^2/2B\), gives the free-rotor entropy

\[
\frac{S_{\rm free}}k=\frac12+\ln\left(\frac1\sigma\sqrt{\frac{\pi kT}{B}}\right). \tag{9}
\]

### Is it the parabola or the infinite line?

The harmonic model differs from the cosine in two ways: the shape of its well and the range of its angle. To separate them, keep the parabola but confine it to \(|\phi|\le\pi/n\) around each minimum. Its largest value is then \((n^2W/4)(\pi/n)^2=\pi^2W/4\), which vanishes with \(W\). The Boltzmann factor becomes uniform on the circle and \(s_\phi\to\ln2\pi\), just as for the cosine.

For the ammonia parameters introduced below, numerical integration at \(u=0.01\) gives 14.300 J/(mol K) for the confined parabola, against a free-rotor value of 14.301. The unconfined parabola at the same \(u\) gives about 30. The unlimited range causes the divergence; the parabolic shape does not.

## The contribution of quantum levels

The classical argument needs a quantum counterpart, since the true levels are discrete. On the circle the wavefunction must return to itself after \(2\pi\), so the free levels are \(Bm^2\) with integer \(m\). The added potential satisfies \(0\le V\le W\). By the variational ordering of eigenvalues, each level, counted in order, therefore rises by an amount between 0 and \(W\). As \(W\to0\) at fixed \(T\), all the levels return to the free ones together. The sums \(\sum e^{-E/kT}\) and \(\sum E\,e^{-E/kT}\) converge because \(E\) grows as \(m^2\), so both tend to their free values, and by (1) so does the entropy.

The harmonic ladder behaves differently. Its spacing \(n\sqrt{WB}\) shrinks to zero, and the number of levels within \(kT\) grows without limit. On the circle the spacing is held open by the finite circumference.

When \(kT\gg B\), the free sum may be replaced by an integral, \(\sum_m e^{-Bm^2/kT}\approx\sqrt{\pi kT/B}\), which reproduces (9). Dividing by \(\sigma\) also requires the temperature to be high enough for the different nuclear-spin species to be populated in their high-temperature proportions.

## Softening by inertia is a different limit

A frequency can also fall because \(I\) grows at fixed \(W\). Equation (9) contains \(-\tfrac12\ln B=\tfrac12\ln I+\text{constant}\), so the free-rotor entropy itself then diverges. A hundredfold increase of \(I\) in the 2 meV example raises the exact entropy by 19.1 J/(mol K), practically the same as the harmonic one. In this case the growth is genuine: a heavier rotor has more accessible angular-momentum states. The finite limit belongs to a vanishing barrier, not to every vanishing frequency.

## Where the harmonic entropy is too high, and where too low

From (6), the classical harmonic entropy differs from the free value by

\[
\frac{S_h-S_{\rm free}}k=\frac12\ln\frac{2\pi e}{u}-\ln2\pi=\frac12\ln\frac{e}{2\pi u}.
\]

It exceeds the free-rotor value when \(u<e/2\pi\), that is,

\[
W<\frac e\pi\,kT\approx0.865\,kT. \tag{10}
\]

Below this barrier the harmonic number cannot be right in the classical model, since (8) forbids any value above \(S_{\rm free}\).

The crossing with the exact entropy lies a little higher, at \(W=0.968\,kT\). To see that the harmonic value is too high everywhere below it, let \(D=s_\phi-s_{\phi,h}\). Then \(dD/du=1/(2u)-u\,\mathrm{Var}(\cos n\phi)\). A cosine has variance at most 1, so \(D\) increases for all \(u<1/\sqrt2\). The crossing, at \(u=0.484\), lies in this range, and \(D\) is therefore negative below it.

The opposite limit, a deep well, gives the opposite error. For large \(u\), set \(\theta=n\phi\) and expand \(u\cos\theta=u-u\theta^2/2+u\theta^4/24\). The Gaussian has variance \(1/u\), hence \(\langle\theta^4\rangle=3/u^2\), and the quartic term contributes \(1/(8u)\):

\[
\ln I_0=u-\tfrac12\ln2\pi u+\frac1{8u},\qquad
r=\frac{d\ln I_0}{du}=1-\frac1{2u}-\frac1{8u^2}.
\]

Equation (7) becomes

\[
s_\phi=\ln2\pi+\tfrac12-\tfrac12\ln2\pi u+\frac1{4u}=s_{\phi,h}+\frac1{4u}.
\]

The cosine flattens away from its minimum, so the molecule has slightly more room than the parabola allows. The classical harmonic entropy is then too low by \(k/4u\) at leading order, an error that disappears as the barrier rises. At fixed temperature and inertia, a high enough barrier also makes \(\hbar\omega\) exceed \(kT\). Both quantum entropies then approach \(k\ln(n/\sigma)\), and their difference eventually falls faster than \(k/4u\), though at intermediate barriers it can be larger than this estimate.

## Weighing the contributions for ammonia

Take an N–H length of 0.101 nm and an HNH angle of 107°, rough molecular values. They give \(I=4.41\times10^{-47}\) kg m² and \(B=0.7865\) meV. At 300 K, \(kT=25.852\) meV. The molecule has threefold symmetry and the top layer of a close-packed surface has sixfold symmetry about an atop site. The potential thus repeats every 60°: \(n=6\), \(\sigma=3\), and there are two distinct wells.

The free-rotor partition function is \(\tfrac13\sqrt{\pi(25.852)/0.7865}=3.387\), and (9) gives \(0.5+\ln3.387=1.720\).

For \(W=2\) meV, \(u=2/(2\times25.852)=0.0387\). The harmonic quantum is \(6\sqrt{2\times0.7865}=7.525\) meV, so \(x=0.291\). In units of \(k\), the contributions are:

| Contribution | Harmonic | Exact |
|---|---:|---:|
| Motion and symmetry | −0.118 | −0.118 |
| Orientation | 3.045 | 1.838 |
| Quantum correction | 0.004 | 0.000 |
| Total | 2.931 | 1.720 |

The first row is \(1.720-\ln2\pi\). Its sign has no separate meaning, because it depends on measuring angles in radians; the difference between the columns does not. The orientation term supplies 99.7% of the excess of 1.211; the small remainder comes from the quantum corrections.

The geometry shows the same thing. Equation (5) gives an rms angle of 48.6°, whereas the edge of a well's sector is 30° from its minimum. The harmonic distribution puts 54% of its probability outside that sector. It also assigns a mean potential energy of \(kT/2=12.9\) meV in a potential whose maximum is 2 meV; the classical average in the cosine is 0.98 meV.

Changing only the barrier gives the following entropies in J/(mol K):

| \(W\) (meV) | Harmonic | Exact | \(q_h/q\) |
|---:|---:|---:|---:|
| 100 | 9.40 | 11.01 | 0.858 |
| 30 | 13.51 | 13.84 | 0.829 |
| 10 | 17.79 | 14.25 | 1.073 |
| 2 | 24.37 | 14.30 | 2.100 |
| 0.001 | 55.94 | 14.30 | 90.7 |

The exact entropy has almost reached its limit by 10 meV, as a quadratic approach implies. The classical coefficient is only a guide here, because \(n^2B\) is about \(1.1\,kT\): \(u^2/4\) gives a deficit of 0.078 J/(mol K) at 10 meV, while the quantum levels give 0.053. The two entropies cross at 26.8 meV, compared with \(0.968\,kT=25.0\) meV classically. The harmonic entropy passes the free value at 24.3 meV rather than the classical 22.4 meV. This second shift follows from (3): the positive term \(x^2/24\) raises \(S_h\), so a stiffer well is needed to bring it down to \(S_{\rm free}\).

## From entropy to coverage

For independent sites, each empty or singly occupied, the ratio of occupied to empty probability is the statistical weight of an adsorbed molecule. With the gas temperature, the adsorption energy at the potential minimum and all other modes held fixed,

\[
\frac{\theta}{1-\theta}\propto p\,q,
\]

where \(\theta\) is the coverage and \(p\) the pressure. The error is set by \(q_h/q\), hence by free energy. At 2 meV this ratio is \(6.846/3.260=2.100\). If the exact rotor gives \(\theta=0.100\), the harmonic model at the same pressure gives

\[
\theta_h=\frac{2.100\times0.100}{0.900+2.100\times0.100}=0.189.
\]

These values count both wells. A single harmonic well halves \(q_h\), so the ratio becomes 1.05 and the coverage 0.104. This near agreement is accidental: at 2 meV the missing well happens to offset the excess range of angle. At 0.1 meV the single-well ratio is already 4.5, and it too grows without limit.

With both wells counted, the entropy excess alone would suggest a factor \(e^{1.211}=3.36\). The harmonic model also overestimates the mean energy, which offsets part of the entropy error. The offset can even reverse the result: at a barrier where the entropy is slightly too high, \(q_h\) may already be too low. The entropy ratio and the coverage ratio therefore have to be judged separately. This holds for deep wells too: the entropies merge, but the quartic term of the cosine lowers the zero-point level by \(n^2B/16=1.8\) meV, so \(q_h/q\) levels off near 0.93 at 300 K and does not reach 1.

As \(W\to0\), \(q_h\) diverges and the harmonic coverage tends to 1 at any fixed pressure. The exact coverage tends to a finite value below 1.

## What a real surface adds

Ammonia is a nitrogen source in nitride deposition, and it commonly binds to metals through its nitrogen lone pair. A barrier of a few meV represents nearly free turning on an atop site; it is a rough model value, not a calculated barrier for a particular metal. The following changes to the 2 meV example, each made alone, show how much the exact entropy depends on the idealizations:

- Discrete levels, including tunnelling between wells, add 0.001 J/(mol K) to the classical value.
- A threefold term of 1 meV from deeper metal layers lowers it by 0.0007 J/(mol K).
- Neighbours that raise the sixfold barrier to 10 meV, without changing its symmetry, lower it by 0.05 J/(mol K).
- Opening the HNH angle by 4° raises it by 0.21 J/(mol K), through the larger inertia.
- Correct proton-spin weights change nothing visible at 300 K, but lower it by 0.29 J/(mol K) at 30 K, where the simple division by \(\sigma\) is no longer accurate. This value assumes that the spin species interconvert and reach equilibrium; with their high-temperature 1:1 ratio frozen in, the shift is 0.25 J/(mol K).

All these shifts of the exact entropy are small beside the harmonic excess of 10.1 J/(mol K). The excess itself depends strongly on the assumed barrier: at 10 meV it is 3.5 J/(mol K), \(q_h/q\) is only 1.07, and the exact \(q\) is 14% lower than at 2 meV. Deposition is often run hotter than 300 K. At 500 K, with the same barrier, \(q_h/q\) rises from 2.10 to 2.68, because the hotter molecule spreads still further along the fictitious line.

The coverage formula also assumes independent sites. Parallel dipoles standing side by side repel. If the neighbours raised the energy of an adsorbed molecule by one \(kT\), about 26 meV at 300 K, \(\theta/(1-\theta)\) would be reduced by a factor \(e\approx2.7\), which is comparable with the factor 2.10 found for the 2 meV barrier. Frustrated translation and tilting may also be soft, and they need their own potentials and ranges. The free-rotor limit corrects the azimuthal mode alone. The numerical output gives the remaining values.

## Computed results

```
Temperature: 300 K; kT: 25.852 meV
Rough N-H length: 0.101 nm; HNH angle: 107 deg
Moment of inertia: 4.413e-47 kg m2
Rotor constant B: 0.7865 meV
Wells n: 6; symmetry number: 3; distinct wells: 2
Free-rotor partition function: 3.387
Free-rotor entropy: 14.301 J/(mol K) = 1.720 k
Barrier | quantum | S harmonic | S exact | q harmonic/q exact
  meV   |   meV   | J/(mol K)  | J/(mol K) | dimensionless
    100 |  53.212 |    9.403 |   11.013 |    0.858
     30 |  29.145 |   13.507 |   13.844 |    0.829
     10 |  16.827 |   17.793 |   14.248 |    1.073
      2 |   7.525 |   24.368 |   14.299 |    2.100
    0.1 |   1.683 |   36.794 |   14.301 |    9.087
  0.001 |   0.168 |   55.937 |   14.301 |   90.715
Example barrier: 2.0 meV; u: 0.0387
Example x: 0.2911
Harmonic entropy: 24.368 J/(mol K) = 2.931 k
Exact entropy: 14.299 J/(mol K) = 1.720 k
Harmonic entropy excess: 10.069 J/(mol K)
Harmonic partition function: 6.846
Exact partition function: 3.260
Harmonic rms angle: 48.6 deg
Half-sector of one well: 30.0 deg
Harmonic probability outside its sector: 0.537
Harmonic classical mean potential: 12.926 meV
Cosine classical mean potential: 0.981 meV
Harmonic = free, classical W/kT: 0.865
Harmonic = exact, classical W/kT: 0.968
Harmonic = free, quantum at 300 K: 24.32 meV
Harmonic = exact, quantum at 300 K: 26.80 meV
Entropy gain per 100-fold fall in W, harmonic: 19.145 J/(mol K)
Exact gain if inertia rises 100-fold: 19.144 J/(mol K)
Control u: 0.010
Confined-parabola entropy: 14.300 J/(mol K)
Reference exact-rotor coverage: 0.100
Harmonic coverage at same pressure: 0.189
Entropy shifts for the example, J/(mol K):
  quantum levels minus classical: 0.000967
  proton-spin statistics at 300 K, magnitude: 0.000000
  proton-spin statistics at 30 K: -0.2879
  added 1 meV threefold barrier: -0.00073
  barrier raised from 2 to 10 meV: -0.0511
  HNH angle increased by 4 deg: 0.2070
Partition-function ratio at 500 K: 2.676
```
